Mean-Field Mott Lobes of the Resonant Jaynes-Cummings-Hubbard Model

Identical optical cavities form a regular lattice in which each cavity has z neighbours. Each cavity holds one photon mode of frequency ω and one two-level atom with the same transition frequency. Let a remove a photon, let |↓⟩ and |↑⟩ be the lower and upper atomic states, and let σ₋ = |↓⟩⟨↑| and σ₊ = |↑⟩⟨↓|. With ħ = 1 the Hamiltonian, including the chemical potential μ, is

H = Σᵢ hᵢ − κ Σ_⟨ij⟩ (aᵢ†aⱼ + aⱼ†aᵢ),

h = D N + g(a†σ₋ + aσ₊), N = a†a + σ₊σ₋, D = ω − μ.

Each bond ⟨ij⟩ is counted once, and g and κ are positive. The coupling is in the rotating-wave form, which requires g ≪ ω and, with n excitations on a site, the stricter g√n ≪ ω. Photon loss is left out and the temperature is zero, so μ fixes the mean number of excitations in equilibrium. The natural energy unit is g.

**(a) Set κ = 0. Find the ground state of a site as a function of μ, and the values of μ at which its excitation number changes.**

*Solution.* The coupling exchanges a photon for an atomic excitation, so h commutes with N. For N = n ≥ 1 the states |n,↓⟩ and |n−1,↑⟩ span the whole sector. Both have diagonal energy nD. Since a†|n−1⟩ = √n |n⟩, their coupling is g√n. The 2×2 block has equal diagonal elements, so its eigenstates are

|n,±⟩ = (|n,↓⟩ ± |n−1,↑⟩)/√2, E(n,±) = nD ± g√n.

For n = 0 there is the single state |0,↓⟩ with energy zero. The upper branch never supplies the ground state, because |n,−⟩ lies lower at the same n. Adding one excitation on the lower branch costs

E(n+1,−) − E(n,−) = D − g(√(n+1) − √n),

which also holds for n = 0 if E(0,−) is read as zero. Because

√(n+1) − √n = 1/(√(n+1) + √n)

falls with n, the cost rises with n towards D. For 0 < D < g it is therefore negative up to some n and positive afterwards, and for D > g it is positive from the start. Either way the energy has a single minimum, except where the cost vanishes. Fillings n and n+1 are degenerate when the cost vanishes:

μ − ω = g(√n − √(n+1)), n = 0, 1, 2, …

Filling n ≥ 1 is the ground state for

g(√(n+1) − √n) < D < g(√n − √(n−1)),

and the vacuum is the ground state for D > g. The first three edges lie at μ − ω = −g, −0.4142g and −0.3178g, and they accumulate at μ = ω. For D ≤ 0 every added excitation lowers the energy, and −g√n + nD has no lower bound, so there is no ground state for μ ≥ ω.

The steps exist because the photon-atom coupling energy grows as √n and not as n. Each further excitation gains less coupling energy than the last, which acts as a repulsion between excitations on one site.

**(b) For κ > 0, take a product of single-site states as the trial state. Reduce the minimization of its energy to that of a function of one real number.**

*Solution.* Let site i have αᵢ = ⟨aᵢ⟩. In a product state ⟨aᵢ†aⱼ⟩ = αᵢ*αⱼ, so a bond contributes −2κ Re(αᵢ*αⱼ). From |αᵢ − αⱼ|² ≥ 0,

−2κ Re(αᵢ*αⱼ) ≥ −κ(|αᵢ|² + |αⱼ|²).

Each site belongs to z bonds. The total energy is thus at least the sum over sites of ⟨h⟩ − zκ|α|², and equality holds when all sites are in the same state. It is enough to minimize

⟨h⟩ − zκ|α|²

for one site. The quadratic term is removed with an auxiliary number ψ. Since |ψ − α|² ≥ 0,

−|α|² ≤ |ψ|² − ψ*α − ψα*,

with equality at ψ = α. Minimizing the right side over ψ reproduces the left side. The operator exp(iθN) changes the phase of a but leaves h unchanged, so ψ may be taken real and non-negative. Minimizing over the site state first gives

E(ψ) = e(F) + zκψ² = e(F) + F²/(zκ), F = zκψ,

where e(F) is the lowest eigenvalue of h − F(a + a†). At the minimum ψ = ⟨a⟩. A solution with ψ = 0 has a definite excitation number. Its filling n does not change with μ, so it is incompressible: this is the Mott state. A solution with ψ > 0 has phase coherence between sites and is the superfluid.

**(c) Expand E(ψ) about ψ = 0 and find the condition for the Mott state to be locally stable, as a sum over virtual states.**

*Solution.* Inside a zero-hopping interval of part (a) the ground state is not degenerate, so ordinary perturbation theory in F applies. The operator (−1)^N reverses the sign of a, hence e(−F) = e(F) and odd powers vanish:

e(F) = e(0) − RF² + O(F⁴),

R = Σₘ |⟨m|a + a†|n,−⟩|² / (Eₘ − E(n,−)).

Therefore

E(ψ) − e(0) = F²[1/(zκ) − R] + O(F⁴),

and the Mott state is locally stable for zκ < 1/R.

For n ≥ 1, adding a photon gives

a†|n,−⟩ = (√(n+1)|n+1,↓⟩ − √n|n,↑⟩)/√2.

Its overlaps with |n+1,±⟩ are (√(n+1) ∓ √n)/2. For n ≥ 2, removing a photon gives

a|n,−⟩ = (√n|n−1,↓⟩ − √(n−1)|n−2,↑⟩)/√2,

with overlaps (√n ∓ √(n−1))/2 with |n−1,±⟩. The energy differences follow from part (a), and

R = ¼ Σ± (√(n+1) ∓ √n)² / (D + g√n ± g√(n+1))
 + ¼ Σ± (√n ∓ √(n−1))² / (−D + g√n ± g√(n−1)).

For n = 1 removal leads to the single state |0,↓⟩ with weight ½ and energy difference g − D. The second line then contains two terms of weight ¼ with this same difference, so its sum is still correct.

**(d) Shift the photon operator so that the drive F acts on the atom. Use this to sum R and obtain the critical hopping in closed form.**

*Solution.* Put a = b + F/D, where b is again a photon operator because a shift by a number preserves the commutator. The terms change as follows:

D a†a = D b†b + F(b + b†) + F²/D,

−F(a + a†) = −F(b + b†) − 2F²/D,

g(a†σ₋ + aσ₊) = g(b†σ₋ + bσ₊) + (gF/D)(σ₊ + σ₋).

The linear photon terms cancel. What remains is the original site with a drive on the atom, so for any F

e(F) = −F²/D + ε(f), f = gF/D,

where ε(f) is the lowest eigenvalue of h + f(σ₊ + σ₋). Writing ε(f) = ε(0) − Xf² + O(f⁴) and comparing the F² terms gives

R = 1/D + (g²/D²)X.

The atomic matrix elements are simpler than those of the photon. For n ≥ 1,

σ₊|n,−⟩ = |n,↑⟩/√2, σ₋|n,−⟩ = −|n−1,↓⟩/√2.

The squared overlaps with |n+1,±⟩ and |n−1,±⟩ are all ¼, with the n = 1 case combined as in part (c). Let A = D + g√n and B = g√n − D. Adding the two terms with opposite signs of the root gives

¼ Σ± 1/(A ± g√(n+1)) = A/(2P), P = A² − g²(n+1) = D² + 2gD√n − g²,

¼ Σ± 1/(B ± g√(n−1)) = B/(2Q), Q = B² − g²(n−1) = D² − 2gD√n + g².

Hence X = (AQ + BP)/(2PQ). With P + Q = 2D² and Q − P = 2g² − 4gD√n,

AQ + BP = g√n(P + Q) + D(Q − P)
 = 2gD²√n + 2g²D − 4gD²√n
 = 2gD(g − D√n),

so that X = gD(g − D√n)/(PQ). Inserting this in R and inverting gives the upper boundary K_n = 1/R of lobe n ≥ 1:

zκ = K_n = D P Q / [P Q + g³(g − D√n)].

For the vacuum, σ₊|0,↓⟩ = |0,↑⟩ has weight ½ in each of |1,±⟩, and σ₋ gives nothing. Thus

X = ½[1/(D+g) + 1/(D−g)] = D/(D² − g²),

R = 1/D + g²/[D(D² − g²)] = D/(D² − g²),

K₀ = (D² − g²)/D.

These formulas were tested against the response ⟨a⟩/F of the numerically diagonalized driven site at 15 points in the lobes n = 0 to 4. The largest difference, relative to the formula, was 8×10⁻⁵.

**(e) Is the mean-field energy bounded below throughout the lobes, and is K_n the actual transition or just the limit of local stability?**

*Solution.* By part (d),

E(ψ) = F²[1/(zκ) − 1/D] + ε(f).

The eigenvalues of σ₊ + σ₋ are ±1, so ε(f) ≥ ε(0) − |f|. This linear fall cannot outweigh a positive quadratic term, and the energy is bounded below for zκ < D. For zκ ≥ D it is not. To see this, use the vacuum of b and an atom with ⟨σ₊ + σ₋⟩ = −1 as a trial state: it shows ε(f) ≤ D/2 − f, while the quadratic term is zero or negative. Photons then accumulate without limit.

The lobes avoid this region. Inside lobe n ≥ 1, D exceeds its lower edge, so A > g√(n+1) and P > 0. It lies below its upper edge, so B > g√(n−1) and Q > 0. Also D < g/(√n + √(n−1)) ≤ g/√n, so g − D√n > 0. Hence X > 0, which is also clear for the vacuum with D > g. Then R > 1/D, and K_n < D.

Local stability does not by itself exclude a lower minimum at finite ψ. Define

r(f) = [ε(0) − ε(f)]/f², r(f→0) = X.

Then

E(ψ) − e(0) = F²[1/(zκ) − 1/D − (g²/D²)r(f)].

Suppose r falls steadily as f grows. At zκ ≤ K_n the bracket is then positive for every f > 0, and ψ = 0 is the global minimum. Just above K_n the bracket is negative only below a small value of f, and this value shrinks to zero as zκ approaches K_n. The minimum must lie in that range, so ψ starts continuously from zero.

The steady fall of r was tested at the same 15 points, on 50 values of f from 0.02g to 50g, and it held at every step. Weaker drives were not sampled, and in the narrow lobes the smallest energy gap can be less than 0.02g. The test therefore supports K_n as the continuous mean-field transition in these lobes, but it is not a proof.

**(f) Examine the boundary near the lobe edges, for large n, and for the vacuum.**

*Solution.* Let D lie a small distance δ above the lower edge g(√(n+1) − √n), with n ≥ 1. The state |n+1,−⟩ then costs just δ, and its term dominates R:

K_n ≈ 4δ/(√(n+1) + √n)².

At a distance δ below the upper edge, removal dominates, and for n ≥ 2

K_n ≈ 4δ/(√n + √(n−1))².

For n = 1 the removal weight is ½, so K₁ ≈ 2δ. The boundary thus closes linearly at the edges of part (a). At an edge itself two fillings are degenerate and a couples them. The site energy then falls linearly in F, which outweighs F²/(zκ) at small F, so any positive hopping with zκ < D produces a superfluid.

For large n the width W of the interval in D is minus the second difference of g√n:

W = g(2√n − √(n+1) − √(n−1)) ≈ g/(4n^(3/2)).

The two lower-branch weights are close to n + ½ for addition and n − ½ for removal, so to leading order both can be replaced by n. The upper-branch weights are of order 1/n with energy differences near 2g√n, so they can be dropped. With u the distance from the lower edge,

R ≈ n[1/u + 1/(W − u)], K_n ≈ u(W − u)/(nW).

The maximum is at u = W/2, which gives the height of the lobe tip:

K_tip ≈ W/(4n) ≈ g/(16n^(5/2)).

Numerical maximization of K_n gives tips at 0.1595g, 0.01246g, 0.00422g and 0.00201g for n = 1 to 4. The estimate gives 0.00195g for n = 4, about 3 percent below the computed tip, but 0.0625g for n = 1, where it is too low by more than half. Higher lobes shrink for two reasons: the repulsion weakens, and the photon matrix elements grow.

For the vacuum there is a check that does not use the product state. One excitation on a periodic lattice has its lowest photon energy D − zκ at zero wave vector. There the photon-atom matrix has diagonal elements D − zκ and D and off-diagonal element g. Its lower eigenvalue reaches zero when

(D − zκ)D − g² = 0,

which is zκ = K₀. The trace 2D − zκ is positive there, so it is indeed the lower eigenvalue that vanishes. The mean-field vacuum boundary therefore coincides with the point at which a single excitation first costs no energy. A ring of eight sites with D = 1.5g confirms this at zκ = 0.8333g.

No such agreement has been shown for n ≥ 1. There, hopping creates correlated pairs of sites with n+1 and n−1 excitations, which a product state leaves out. Within mean-field theory the Mott state remains |n,−⟩ on every site up to the boundary.

**(g) For z = 4 and μ − ω = −0.7g, find the critical hopping. Describe the state 5 percent below and 5 percent above it.**

*Solution.* Here D = 0.7g lies between 0.4142g and g, so n = 1 and the site energy is 0.7g − g = −0.3g. Part (c) gives three virtual processes:

- adding a photon to reach |2,−⟩: 1.4571/(0.2858g) = 5.0986/g;
- adding a photon to reach |2,+⟩: 0.0429/(3.1142g) = 0.0138/g;
- removing the excitation: 0.5/(0.3g) = 1.6667/g.

The sum is R = 6.7790/g. Adding an excitation on the lower branch supplies about three quarters of it. Although this energy difference is close to that for removal, its weight is nearly three times larger. The critical hopping is

zκ = 1/R = 0.1475g, κ = 0.0369g.

The closed form agrees. With P = 0.89g² and Q = 0.09g², PQ = 0.0801g⁴, and

K₁ = 0.7 × 0.0801 g/(0.0801 + 0.3) = 0.1475g.

At 5 percent below this value, minimization of E(ψ) gives ψ = 0.0000 and filling 1.0000 to the digits shown. At 5 percent above, zκ = 0.1549g, it gives ψ = 0.289 and filling 1.024.

The sign and size of the change in filling follow from R. The filling is −∂E/∂μ = ∂E/∂D at fixed κ. The energy is stationary in ψ, so only the explicit dependence on D counts, and to order F²

filling ≈ n − F² dR/dD.

The weights do not depend on D. The addition energies grow with D at unit rate and the removal energy falls at unit rate, hence

dR/dD = (−5.0986/0.2858 − 0.0138/3.1142 + 1.6667/0.3)/g² ≈ −12.3/g².

With F = 0.1549g × 0.289 = 0.0448g, the estimate is 1 + 0.00200 × 12.3 ≈ 1.025, close to the computed 1.024. The filling rises because virtual addition dominates the derivative at this μ. At the lobe tip, μ − ω = −0.784g, dR/dD vanishes and the filling stays at one to this order. For μ below the tip, the superfluid just outside the lobe has a filling below one.

The numerical output lists the edges, tips and virtual processes to more digits.

Calculated quantities

```
Energies in units of g; D = omega - mu
zero-hopping edge 0|1: (mu-omega)/g = -1.000000
zero-hopping edge 1|2: (mu-omega)/g = -0.414214
zero-hopping edge 2|3: (mu-omega)/g = -0.317837
zero-hopping edge 3|4: (mu-omega)/g = -0.267949
zero-hopping edge 4|5: (mu-omega)/g = -0.236068
sampled boundary points: 15
largest relative error of boundary formula: 7.8e-05
shift identity, D=0.7 g, F=0.3 g: -0.696014 and -0.696014 g
shift identity, D=0.7 g, F=3.0 g: -17.183749 and -17.183749 g
r(f) sampled for f/g from 0.02 to 50
largest relative step of r(f), negative = falling: -2.2e-05
vacuum lobe, D=1.5 g: critical z kappa = 0.833333 g
8-site ring: |lowest one-polariton energy| < 1e-12 g: True
tip n=1: (mu-omega)/g = -0.78364, z kappa/g = 0.159525
tip n=2: (mu-omega)/g = -0.37237, z kappa/g = 0.012464
tip n=3: (mu-omega)/g = -0.29502, z kappa/g = 0.004218
tip n=4: (mu-omega)/g = -0.25302, z kappa/g = 0.002009
example: z = 4, (mu-omega)/g = -0.7
site ground energy = -0.300000 g
add photon, to N=2: weight 1.457107, gap 0.285786 g, term 5.098586 /g
add photon, to N=2: weight 0.042893, gap 3.114214 g, term 0.013773 /g
remove photon, to N=0: weight 0.500000, gap 0.300000 g, term 1.666667 /g
sum R = 6.779026 /g
critical z kappa = 0.147514 g, kappa = 0.036878 g
z kappa = 0.95 critical = 0.140138 g: psi = 0.0000, filling = 1.0000
z kappa = 1.05 critical = 0.154890 g: psi = 0.2890, filling = 1.0238
```
